# The mass-variance parameter of a random equal silicon–germanium mixture

## Problem

A crystal contains silicon and germanium atoms in equal numbers, placed on its sites independently and at random. The atomic masses are $m_1=28.09$ u and $m_2=72.63$ u. Phonons, the waves of atomic vibration that carry most of the heat in such a crystal, are scattered because the mass changes from site to site. To lowest order the strength of this scattering is set by the mass-variance parameter $\Gamma$, the mean square of the relative mass deviation. Calculate $\Gamma$ for this crystal.

## A tempting solution

Silicon is the usual material of a chip, so take it as the host and regard each germanium atom as an impurity. A silicon atom then has no deviation. A germanium atom has the relative deviation

$$\frac{m_2-m_1}{m_1}=\frac{44.54}{28.09}=1.586 .$$

Half of the atoms are germanium, so the mean square is

$$\Gamma_{\text{Si host}}=\tfrac12\,(1.586)^2=1.26 .$$

This answer is wrong. The same reasoning can be repeated with germanium as the host. Now the silicon atoms are the impurities, and

$$\Gamma_{\text{Ge host}}=\tfrac12\left(\frac{44.54}{72.63}\right)^2=0.188 .$$

The crystal has not changed, yet the two results differ by a factor of almost seven. A property of the crystal cannot depend on which of its constituents we call the host.

## Where the fault lies

The fault is the reference mass. A deviation scatters a wave only if it is a deviation from a uniform crystal through which the wave would pass undisturbed. If every atom of a uniform crystal is made heavier by the same amount, the crystal is still uniform. Its waves have different frequencies, but they are not scattered. A uniform shift of mass must therefore not count as disorder.

To see how much of the first answer is such a shift, let $M$ be the mean mass and split the deviation from silicon into two parts:

$$m_i-m_1=(m_i-M)+(M-m_1).$$

Square this and average over the atoms, writing the average as $\langle\ \rangle$. The cross term is $2(M-m_1)\langle m_i-M\rangle$, which vanishes because $M$ is the mean. Hence

$$\langle(m_i-m_1)^2\rangle=\langle(m_i-M)^2\rangle+(M-m_1)^2 .$$

The first term is disorder and the second is a uniform shift. For equal numbers of atoms, both species lie at the distance $(m_2-m_1)/2$ from $M$, so the two terms are equal. Half of the mean square in the tempting solution is not disorder at all. What remains was then divided by $m_1^2$, although the uniform crystal that represents the mixture has atoms of mass $M$.

## The right solution

Let $c_i$ be the number fraction of species $i$. With the mean mass as reference,

$$M=\sum_i c_i m_i,\qquad \Gamma=\sum_i c_i\left(1-\frac{m_i}{M}\right)^2 .$$

For $c_1=c_2=\tfrac12$ the mean mass is

$$M=\frac{m_1+m_2}{2}=\frac{100.72\ \text{u}}{2}=50.36\ \text{u}.$$

Define the relative deviation $e_i=m_i/M-1$. For the light atom

$$e_1=\frac{2m_1}{m_1+m_2}-1=\frac{2m_1-m_1-m_2}{m_1+m_2}=-\frac{m_2-m_1}{m_1+m_2},$$

and for the heavy atom, in the same way,

$$e_2=\frac{2m_2}{m_1+m_2}-1=+\frac{m_2-m_1}{m_1+m_2}.$$

Numerically, $e_2=44.54/100.72=0.4422$ and $e_1=-0.4422$. Their squares are equal, so the average is that common square:

$$\Gamma=\tfrac12e_1^2+\tfrac12e_2^2=\left(\frac{m_2-m_1}{m_2+m_1}\right)^2=(0.4422)^2=0.1956\approx 0.196 .$$

The unit of mass cancels, so $\Gamma$ is a pure number. The formula is unchanged when the two species are interchanged, as it must be, and it gives zero when the masses are equal.

The germanium-host value of 0.188 lies close to this result by a numerical coincidence. The faulty value is $2(M/m_2)^2\Gamma$, and for these masses $2(50.36/72.63)^2=0.96$ happens to be near one. With silicon as host the corresponding factor is $2(50.36/28.09)^2=6.4$.

## Why the square of the deviation measures scattering

The definition can be justified with a chain of atoms joined by equal springs of stiffness $K$. The chain is a one-dimensional illustration, not a model of the full crystal. Let $u_j$ be the displacement of atom $j$, with time dependence $e^{-i\omega t}$. Newton's law reads

$$-m_j\omega^2u_j=K(u_{j+1}+u_{j-1}-2u_j).$$

If all masses equal $M$, the wave $u_j=e^{iqj}$ solves this equation when

$$M\omega^2=2K(1-\cos q).$$

Here $q$ is the phase advance per site. For $0<q<\pi$ this wave carries energy to the right.

**One deviating atom.** Let the atom at $j=0$ have mass $M(1+e)$. A wave comes from the left, so

$$u_j=e^{iqj}+r\,e^{-iqj}\ (j\le0),\qquad u_j=t\,e^{iqj}\ (j\ge0).$$

Both forms must agree at $j=0$, which gives $r=t-1$. Newton's law for atom 0 is

$$-M(1+e)\omega^2t=K\left(te^{iq}+e^{-iq}+re^{iq}-2t\right).$$

Insert $M\omega^2$ and $r=t-1$, and divide by $K$:

$$-2(1+e)(1-\cos q)\,t=2te^{iq}-(e^{iq}-e^{-iq})-2t .$$

Use $e^{iq}=\cos q+i\sin q$ on the right. The terms $-2t$ and $2t\cos q$ appear on both sides and cancel. After division by 2,

$$-e(1-\cos q)\,t=i\sin q\,(t-1).$$

Divide by $i\sin q$, and use $-1/i=i$ and $(1-\cos q)/\sin q=\tan(q/2)$:

$$ie\tan(q/2)\,t=t-1,\qquad t=\frac{1}{1-ie\tan(q/2)},\qquad r=\frac{ie\tan(q/2)}{1-ie\tan(q/2)} .$$

The reflected fraction of the power is therefore

$$R=|r|^2=\frac{e^2\tan^2(q/2)}{1+e^2\tan^2(q/2)} .$$

The transmitted fraction is $|t|^2=1/[1+e^2\tan^2(q/2)]$, and the two add to one, so energy is conserved. When $e\tan(q/2)$ is small, $R\approx e^2\tan^2(q/2)$. A light atom and a heavy atom with opposite deviations reflect the same power. Averaged over the species, the reflected fraction is $\Gamma\tan^2(q/2)$. The factor $\tan^2(q/2)$ belongs to the wave and $\Gamma$ belongs to the mixture.

**Many random atoms.** Place $N$ random atoms in a row at $j=0,\dots,N-1$, inside a chain of atoms of mass $M$. To lowest order each atom is reached by the undisturbed incident wave. The wave collects a phase $qj$ on its way to atom $j$ and the same phase on its way back, so

$$r\approx i\tan(q/2)\sum_{j}e_j\,e^{2iqj}.$$

The reflected power, averaged over many random rows, is

$$\langle|r|^2\rangle=\tan^2(q/2)\sum_{j,l}\langle e_je_l\rangle\,e^{2iq(j-l)} .$$

For $j\ne l$ the two atoms are independent, so $\langle e_je_l\rangle=\langle e_j\rangle\langle e_l\rangle=0$. For $j=l$ the average is $\Gamma$. Only the $N$ diagonal terms remain:

$$\langle|r|^2\rangle\approx N\,\Gamma\tan^2(q/2),\qquad\text{valid while } N\,\Gamma\tan^2(q/2)\ll1 .$$

The mean mass is essential here. With any other reference, $\langle e_j\rangle$ would have a value $\bar e\ne0$. The average $\langle e_je_l\rangle$ would then be $\bar e^2$ for $j\ne l$, and $\bar e^2$ plus the variance of $e_j$ for $j=l$. The terms with $\bar e^2$ together add $\bar e^2\left|\sum_je^{2iqj}\right|^2=\bar e^2\sin^2(qN)/\sin^2q$ to the double sum. At fixed $q$ this does not keep growing with $N$. It describes reflection at the two ends of the row, where the average mass changes, and not scattering by the disorder inside; its size is reliable only when $\bar e$ is small. The remaining term, $N$ times the variance, is also misjudged. At long wavelength $\tan^2(q/2)\approx m_{\text{ref}}\omega^2/4K$ for a chain of reference mass $m_{\text{ref}}$, and the variance of $e_j$ carries $1/m_{\text{ref}}^2$, so at a given frequency this term scales as $1/m_{\text{ref}}$. Inside a long row the wave travels as in a chain of mass $M$, so silicon as reference overstates the scattering per site by $M/m_1\approx1.8$.

For a numerical case take $q=0.05$, a wavelength of 126 sites, and $N=40$. The formula gives a reflected fraction of

$$40\times0.1956\times\tan^2(0.025)=0.00489 .$$

Solving Newton's law for 100 000 random rows, with all multiple reflections included, gives a mean of 0.00487, with a sampling uncertainty of about 0.00002. The two values agree to within 1%.

## Why the word "random" matters

Now let the same 40 atoms alternate regularly: light, heavy, light, heavy. The fractions and masses are unchanged, so $\Gamma$ is still 0.1956. The deviations are $e_j=(-1)^je_1$, and the sum over reflected waves is a geometric series. For even $N$,

$$\left|\sum_{j=0}^{N-1}(-1)^je^{2iqj}\right|=\left|\frac{1-e^{2iqN}}{1+e^{2iq}}\right|=\frac{|\sin qN|}{|\cos q|} .$$

To lowest order the row reflects the fraction $\Gamma\tan^2(q/2)\sin^2(qN)/\cos^2q$. The factor $N$ has gone: at long wavelength, neighbouring contributions nearly cancel. The full solution for the ordered row gives 0.000101, which is 0.021 of the mean for the random rows at the same $q$ and $N$. The cancellation fails near $q=\pi/2$, where $\cos q$ vanishes and all the reflected waves add in phase. That is Bragg reflection from the doubled period. With deviations as large as 0.44 the affected range is wide: the alternating chain carries no wave for $2K/m_2<\omega^2<2K/m_1$, which corresponds to $q$ from about 1.26 to 2.49, and the lowest-order formula is accurate only at small $q$.

Atoms can also be correlated without being fully ordered. Suppose that only nearest neighbours are correlated, with $\langle e_je_{j+1}\rangle=\alpha\Gamma$. In a long row each atom then contributes one diagonal term and, on average, two neighbour terms with phases $\pm2q$. The lowest-order reflection is multiplied by

$$1+\alpha\left(e^{2iq}+e^{-2iq}\right)=1+2\alpha\cos2q .$$

A preference for unlike neighbours with $\alpha=-0.1$ lowers the long-wavelength reflection in the chain by 20%, while clustering with $\alpha=+0.1$ raises it by 20%. In both cases $\Gamma$ itself is unchanged.

## Other compositions

Let $c$ be the number fraction of heavy atoms and $\Delta=m_2-m_1$. Then $M=m_1+c\Delta$, so $m_1-M=-c\Delta$ and $m_2-M=(1-c)\Delta$. The definition gives

$$\Gamma=\frac{(1-c)c^2\Delta^2+c(1-c)^2\Delta^2}{M^2}=\frac{c(1-c)\Delta^2}{M^2},$$

because the common factor $c(1-c)$ multiplies $c+(1-c)=1$. For $c\ll1$ and $c\Delta\ll m_1$, the mean mass is close to $m_1$ and

$$\Gamma\approx c\left(\frac{m_2-m_1}{m_1}\right)^2 .$$

This is the formula of the tempting solution. It is correct for a few germanium atoms in silicon, and the mistake was to carry it to $c=\tfrac12$.

The largest $\Gamma$ is not at equal numbers. Setting the derivative of $\ln\Gamma$ to zero gives

$$\frac1c-\frac1{1-c}-\frac{2\Delta}{M}=0,\qquad\text{or}\qquad (1-2c)(m_1+c\Delta)=2c(1-c)\Delta .$$

Multiplying out, the terms $-2c^2\Delta$ cancel, and $(1-2c)m_1=c\Delta$ remains. Therefore

$$c=\frac{m_1}{2m_1+\Delta}=\frac{m_1}{m_1+m_2}=\frac{28.09}{100.72}=0.279 .$$

At this composition $M=2m_1m_2/(m_1+m_2)$ and $c(1-c)=m_1m_2/(m_1+m_2)^2$, so

$$\Gamma_{\max}=\frac{(m_2-m_1)^2}{4m_1m_2}=0.2431 .$$

It is a maximum because $\Gamma$ vanishes at $c=0$ and $c=1$, is positive between them, and has this single stationary point. The light atoms now contribute the weight $(1-c)m_1=m_1m_2/(m_1+m_2)$ per site, and the heavy atoms contribute $cm_2$, which is the same. The maximum thus belongs to a mixture of equal weights. Reading "equal mixture" as equal weights instead of equal numbers would give 0.243 in place of 0.196.

## The real alloy

Several features of the real alloy are absent from the calculation.

**Isotopes.** Each element is itself a mixture. Let $\Gamma_i$ be the mass variance inside element $i$, relative to its own mean mass $m_i$. The deviation of an isotope from $M$ is its deviation from $m_i$ plus $m_i-M$. On squaring and averaging, the cross term vanishes as before, and

$$\Gamma_{\text{total}}=\Gamma+\sum_ic_i\left(\frac{m_i}{M}\right)^2\Gamma_i .$$

Rounded natural abundances give $\Gamma_{\text{Si}}=2.01\times10^{-4}$ and $\Gamma_{\text{Ge}}=5.87\times10^{-4}$. The addition is $6.42\times10^{-4}$, or 0.33% of $\Gamma$, which raises the total to 0.1962. The rounded answer is still 0.196. The comparison also shows the size of alloy disorder: $\Gamma$ of the mixture is about a thousand times that of natural silicon. The thermal conductivity need not fall by the same factor, since phonons are also scattered by one another and by surfaces.

**Bond stiffness.** The two atoms also differ in size, and the springs are not all equal. If frequencies at fixed masses vary with volume as $V^{-g}$, stiffness varies as frequency squared, hence as length to the power $-6g$. The lattice constants of the two elements differ by about 4%, which puts each element about 0.02 from their mean in relative length. With $g\approx1$ the relative stiffness deviation is about $6\times0.02=0.12$. Its square is less than a tenth of $\Gamma$. This is an order of magnitude, not a correction to be added and not a bound. Mass and stiffness deviations belong to the same atoms, so their scattered waves can interfere. An interference term is linear in the smaller deviation and can therefore be much larger than its square. The small square alone does not show that unequal springs are unimportant.

**Strong scattering.** A deviation of 0.44 is not small. In the chain at $q=\pi/2$, where $\tan(q/2)=1$, the weak-scattering law predicts that one atom reflects 0.1956 of the incident power. The full formula gives

$$\frac{\Gamma}{1+\Gamma}=\frac{0.1956}{1.1956}=0.1636 .$$

The weak law is too high by 20% of the full value. At long wavelength $\tan(q/2)$ is small and this error disappears for a single atom.

These limits are of two kinds. Isotopes change $\Gamma$ itself, but by less than 0.001. Ordering, unequal springs and strong scattering leave the mass variance at 0.196, but they change how much scattering a given $\Gamma$ produces.

## Numbers as computed

```
light mass m1 = 28.09 u
heavy mass m2 = 72.63 u
mass difference = 44.54 u
mass sum = 100.72 u
mean mass M = 50.36 u
relative deviation, light = -0.4422 (pure number)
relative deviation, heavy = 0.4422 (pure number)
Gamma, equal mixture = 0.1956 (pure number)
Gamma, rounded = 0.196 (pure number)
Gamma, 400000 sampled atoms = 0.1951 (pure number)
heavy fraction at largest Gamma = 0.279 (pure number)
largest Gamma = 0.2431 (pure number)
long wave: phase advance q = 0.05 rad per site
long wave: wavelength = 126 sites
row length = 40 sites
number of random rows = 100000
random rows: mean reflected power = 0.00487 of incident
random rows: N Gamma tan^2(q/2) = 0.00489 of incident
ordered row: reflected power = 0.000101 of incident
ordered / random reflection = 0.021
isotope Gamma inside silicon = 2.01e-04 (pure number)
isotope Gamma inside germanium = 5.87e-04 (pure number)
isotope addition to alloy Gamma = 6.42e-04
alloy Gamma with isotopes = 0.1962 (pure number)
isotope addition / Gamma = 0.33 %
rough lattice constant, silicon = 0.543 nm
rough lattice constant, germanium = 0.566 nm
rough Grueneisen number g = 1.0
relative length deviation = 0.0207
relative stiffness deviation = 0.12
stiffness deviation squared = 0.015
the same / Gamma = 8 %
one atom, q = pi/2: full reflection = 0.1636 of incident
one atom, q = pi/2: weak law = 0.1956 of incident
weak law too high by 20 %
```
